Laser ripple periods from a surface-scattered wave near light speed

**1. Normal incidence**

Let light of vacuum wavelength λ fall straight down on a flat, strongly reflecting absorber with one scratch along y. Take the magnetic field along y. The incident light has the same phase everywhere on the surface. The scratch sends a weak wave along the surface to the right. Suppose for the moment that it travels at the speed of light, so that its wavenumber is k₀ = 2π/λ. With time factor exp(−iωt) omitted, the surface field is

H_y = 1 + b exp(ik₀x), with b = |b| exp(iβ).

Section 4 shows that the local absorbed power is proportional to |H_y|². Multiplying by the complex conjugate gives

|H_y|² = 1 + |b|² + 2|b| cos(k₀x + β).

Absorption repeats when k₀x grows by 2π, hence with period λ. The wave to the left gives the same period. The two waves oscillate at the same frequency, so the pattern stands still and can imprint itself on the surface.

Tilting the light makes its phase advance along x. The right-going wave then gains phase on the light more slowly, and the left-going wave more quickly. The one period splits into two.

**2. Matching the wavevectors**

Let z point out of the surface and θ be the angle of incidence from the normal. The plane of incidence is xz. For p polarization, H is along y and E lies in this plane. The incident wavevector is

k = k₀(sin θ, 0, −cos θ).

A flat surface looks the same at every x, so the refracted and reflected light keep the in-plane part

k_i = k₀ sin θ x̂.

A surface wave has a different in-plane wavevector k_s. Roughness supplies the difference. One Fourier component of the height,

h cos(G·r) = (h/2)[exp(iG·r) + exp(−iG·r)],

multiplies the incident factor exp(ik_i·r) in the boundary conditions. To first order in h this creates waves with k_i + G and k_i − G. The first is a surface wave if

k_s = k_i + G, or G = k_s − k_i.

The interference of this wave with the incident light contains

exp(ik_s·r) exp(−ik_i·r) = exp(iG·r).

Thus the absorption has the same wavevector as the roughness that caused the scattering. Random roughness contains many components. Among periods comparable to the wavelength, those that excite the surface wave strongly produce the largest absorption pattern.

Let the surface wave have wavenumber ηk₀ and travel at angle φ to x. Then

G = k₀(η cos φ − sin θ, η sin φ),

|G|² = k₀²(η² cos²φ − 2η cos φ sin θ + sin²θ + η² sin²φ)
= k₀²(η² + sin²θ − 2η sin θ cos φ).

For the forward wave, φ = 0 and |G| = k₀(η − sin θ). For the backward wave, φ = π and |G| = k₀(η + sin θ). The period is Λ = 2π/|G|:

Λ_long = λ/(η − sin θ),  Λ_short = λ/(η + sin θ).

If η is close to 1, these become

**Λ_long ≈ λ/(1 − sin θ),  Λ_short ≈ λ/(1 + sin θ).**

The ripple lines run along y, perpendicular to the plane of incidence. Two matters remain: why η is near 1, and why p-polarized light favours φ = 0 and π.

**3. Why the wave travels near light speed**

From here on, optical lengths are in units of 1/k₀ and wavenumbers in units of k₀. The field units are chosen so that Maxwell's equations read

∇ × H = −iεE,  ∇ × E = iH.

Above the surface ε = 1. Below it ε = (n + iκ)², where n is the refractive index and κ the extinction index. Take a wave with H along y:

above: H_y = H exp(ikx + ip₀z),  p₀² = 1 − k²,
below: H_y = H exp(ikx − ip₁z),  p₁² = ε − k².

Both p₀ and p₁ have imaginary parts that are not negative, so neither field grows away from the surface. The x component of the first Maxwell equation is −∂H_y/∂z = −iεE_x, which gives

above: E_x = p₀H,  below: E_x = −(p₁/ε)H.

A wave without a driving source needs equal E_x on both sides, hence p₀ = −p₁/ε. Squaring and clearing fractions,

ε²(1 − k²) = ε − k²,
k²(ε² − 1) = ε(ε − 1),
k² = ε/(ε + 1).

Squaring can add a false root, so the sign must be checked for each material; Section 6 does this. For |ε| ≫ 1,

k = (1 + 1/ε)^(−1/2) ≈ 1 − 1/(2ε).

The real part of k is η and the imaginary part is damping. Both differ little from the values 1 and 0 of light in vacuum. The physical reason is that a good reflector keeps most of the wave outside, where it moves as light does.

A scratch also launches a wave that is not this bound mode. Model the scratch as a line source that makes E_x jump by Vδ(x) across the surface, where δ is the Dirac delta function. All Fourier components of this jump equal V, so each component of the wave obeys p₀H + (p₁/ε)H = V, so

H(x) = V ∫ (dk/2π) exp(ikx)/(p₀ + p₁/ε).

Smooth parts of the spectrum cancel at large |x|. What survives comes from its sharp features. One is the bound mode, where the denominator vanishes. The other is the square-root behaviour of p₀ at |k| = 1, which gives a grazing wave of wavenumber k₀. Both lie near light speed if |ε| ≫ 1.

**4. Why the plane of incidence is selected**

In a strong absorber p₁ ≈ √ε for all waves of interest, since |ε| ≫ k². The fields just inside obey E_x = −ZH_y with Z = 1/√ε. The power flowing down per unit area is

−½ Re(E_x H_y*) = ½ Re(Z) |H_y|²,

which is the proportionality used in Section 1. To this order Z is the same for all directions and both polarizations, so in general |H_y|² becomes |H_t|², with H_t the tangential field.

Next, find how strongly a shallow ripple drives the surface wave. Begin with a perfect conductor, and write s = sin θ. Incident and reflected light add to

H_y = 2 cos(z cos θ) exp(isx).

The z component of the first Maxwell equation gives E_z = i∂H_y/∂x = −sH_y. The x component gives E_x = −i∂H_y/∂z. At z = 0, leaving out exp(isx),

E_z = −2s,  E_x = 0,  ∂E_x/∂z = 2i cos²θ.

The electric field along the real surface z = h(x, y) must vanish. Expanding about z = 0 to first order, the scattered field must satisfy

E_x = −h ∂E_x/∂z − (∂h/∂x)E_z,  E_y = −(∂h/∂y)E_z,

where the right sides contain the flat-surface field. Insert the component (h/2)exp(iG·r):

E_x = −ih(cos²θ − sG_x),  E_y = ihsG_y.

For a surface wave with |k_s| = 1, G_x = cos φ − s and G_y = sin φ. The field along its direction of travel is

E_x cos φ + E_y sin φ
= −ih[(cos²θ + s² − s cos φ)cos φ − s sin²φ]
= −ih[cos φ − s(cos²φ + sin²φ)]
= −ih(cos φ − s).

For a good but imperfect conductor this acts as the source V of Section 3. The scattered wave has

H_s = −ih(cos φ − s)/(p₀ + Z).

At |k_s| = 1 we have p₀ = 0, and the response is large because |Z| is small. The magnetic field of this wave is turned from y by φ, so its overlap with the incident field, of size 2, brings a factor cos φ. The cross term has amplitude 2·2|H_s cos φ|, to be divided by 2² = 4. The relative absorption contrast, meaning the amplitude of its cosine divided by its mean, is therefore

C = k₀h |cos φ (cos φ − sin θ)|/|Z|.

The factor k₀ restores ordinary length units. This leading-order law leaves out the wave scattered by −G, so it holds only where that wave is not resonant. At normal incidence both waves are resonant. The −G wave enters the absorption as a complex conjugate, and for φ = 0 the contrast is 2k₀h|Im 1/(p₀ + Z)|, which at |k_s| = 1 equals 2κk₀h in place of k₀h/|Z|. Solving Maxwell's equations numerically on a corrugated surface with n + iκ = 30 + 50i, at 30° incidence and six directions φ between 0 and 180°, gave differences from the law of at most 0.57 % of the largest contrast.

As a function of cos φ, the product cos φ(cos φ − s) is a parabola with zeros at 0 and s. Its magnitude is 1 − s at φ = 0 and 1 + s at φ = π. Between the zeros it reaches just s²/4. The forward and backward waves are thus the two main maxima as long as s²/4 < 1 − s, that is, s < 2√2 − 2, or θ below about 56°. This limit belongs to the leading-order law; for n + iκ = 3 + 5i the side maximum overtakes the forward one between 50° and 55°. Nearer grazing incidence the forward maximum becomes weak.

For s-polarized light and ripple lines along y, no field component varies along y. Maxwell's equations then split into a set with H_y, E_x, E_z and a set with E_y, H_x, H_z. The light belongs to the second set and the surface wave to the first, so the ripple cannot couple them. Nor does the second set have a bound wave: continuity of E_y and its slope would require p₀ = −p₁, hence 1 = ε after squaring. Ripples of other orientation do couple s-polarized light to surface waves that run across the plane of incidence; that case is not treated here.

**5. Heat flow between the bright lines**

Suppose that the ripples form through heating. Heat then spreads sideways during the pulse. Let a constant flux F(1 + C cos Gx) enter a half-space of conductivity K and diffusivity D, starting at t = 0. Energy Q per area put in at one instant warms the surface after time t′ by

(Q/K)√(D/(πt′)).

A sideways cosine decays by the further factor exp(−DG²t′). Summing the uniform contributions over the pulse gives

T₀ = (F/K)√(D/π) ∫₀ᵗ dt′/√t′ = (2F/K)√(Dt/π).

For the modulated part use u = G√(Dt′), so that dt′/√t′ = 2du/(G√D):

T₁ = (CF/K)(2/(G√π)) ∫₀^g exp(−u²)du = CF erf(g)/(KG),

with g = G√(Dt). The temperature contrast is T₁/T₀ = CR, where

R = √π erf(g)/(2g).

For small g, erf(g) ≈ 2g/√π and R → 1: heat has no time to cross a ripple. For large g, erf(g) → 1 and R is proportional to 1/G, so short ripples are smoothed more. In that limit, with equal h, the factors 1 ∓ s in the absorption law cancel the 1/(1 ∓ s) in R. Both periods then have equal temperature contrast within the leading-order model. For a given ripple, heat flow changes the strength of the temperature pattern and leaves its period alone.

**6. A green laser on a metallic melt**

Take λ = 532 nm, θ = 30°, and the rough round values n = 3 and κ = 5. Then sin θ = 0.5, and

Λ_long ≈ 532/(1 − 0.5) = 1064 nm,
Λ_short ≈ 532/(1 + 0.5) = 355 nm.

The permittivity is ε = (3 + 5i)² = −16 + 30i, and √(ε/(1 + ε)) = 1.0067 + 0.0132i. The sign condition holds, since −p₁/ε ≈ −Z = −1/(3 + 5i) = −0.088 + 0.147i has a positive imaginary part. Using η = 1.0067,

Λ_long = 532/0.5067 = 1050 nm,
Λ_short = 532/1.5067 = 353 nm.

The amplitude of the surface wave falls by a factor e in λ/(2π × 0.01324) = 6.4 μm. The illuminated spot must be at least several micrometres wide for this wave to cover many ripples.

A steady ripple has a real wavenumber, while the bound mode has a complex one. The strongest driven response is therefore slightly displaced. Away from normal incidence, as here, it lies where |p₀ + Z| is smallest. For k > 1, p₀ is positive imaginary and can cancel the imaginary part −0.147i of Z. This requires √(k² − 1) = 0.147, or k = 1.011, and leaves |p₀ + Z| = 0.088. For k < 1, p₀ is positive real and no such cancellation occurs. The periods become 532/0.511 = 1041 nm and 532/1.511 = 352 nm. A numerical search for the largest absorption contrast, matching the tangential fields on a corrugated surface with the unscattered and two first-order waves, gives the same periods.

For a ripple amplitude of 1 nm, k₀h = 2π/532 = 0.0118. That calculation, scaled linearly from a smaller ripple, gives absorption contrasts of 5.6 % for the long period and 20 % for the short one. The short value follows from Section 4 with |Z| replaced by 0.088:

0.0118 × 1.5/0.088 = 20 %.

The same estimate for the long period is 0.0118 × 0.5/0.088 = 6.7 %, which is too high. Here the wave scattered by −G matters. With G_x ≈ 0.5 it leaves along the normal, k = 0, and its source is −ih(0.75 + 0.5 × 0.5) = −ih. Its field is −ih/(1 + Z), of size about 0.9h. In the absorption it enters as a complex conjugate, which reverses the sign of i, so it subtracts:

0.0118 × (0.5/0.088 − 0.9) ≈ 5.6 %.

For the short period the corresponding source is 0.75 − 0.5 × 1.5 = 0, and there is no such reduction. With s-polarized light and the same two ripples, the calculated contrasts are 1.1 % and 1.8 %.

A single scratch gives a further measure of the period. The Fourier integral of Section 3 was evaluated numerically, and a straight line was fitted to the zeros of the interference term between 2 and 12 wavelengths from the scratch. The fringe periods are 1026 nm on the forward side and 350 nm on the backward side. Both correspond to a wavenumber of about 1.02, since 532/1026 + 0.5 and 532/350.4 − 0.5 both round to 1.02. In this range the bound and grazing parts overlap, and the phase does not advance as that of either wave alone. The fitted value depends on the range: the long period is 1012 nm between 1 and 6 wavelengths and 1050 nm between 24 and 40. For a better mirror, n + iκ = 15 + 25i, with angle and wavelength unchanged, the periods are 1057 and 354 nm, closer to the ideal values.

For the heating, take a 10 ns pulse and the rough value D = 0.1 cm²/s. The diffusion length is

√(Dt) = √(10¹³ nm²/s × 10⁻⁸ s) = 316 nm.

Light is absorbed within λ/(4πκ) = 8.5 nm, small against the diffusion length, and the heat is treated as a surface flux. For the short ripple this is only rough, since 1/G is 56 nm. With the ideal periods, g = 2π × 316/1064 = 1.87 and g = 2π × 316/354.7 = 5.60. The smoothing factors are R = 0.47 and 0.158. The temperature contrasts are 5.63 % × 0.471 = 2.7 % and 20.1 % × 0.158 = 3.2 %. Keeping the finite absorption depth and the corrugated boundary, to first order in h and at the peak periods, lowers these to 2.5 % and 2.7 %. At equal ripple amplitude, heat flow has nearly removed the optical advantage of the short period.

**7. Reading the result for a real process**

These inputs describe, roughly, a frequency-doubled Nd:YAG laser heating a melt with metallic reflection. The cases computed in Section 6 for this material put the long period between 1012 and 1050 nm, depending on what is measured and where. This span is not a bound. Farther from a scratch the fringes approach the ideal 1064 nm (1057 nm between 40 and 60 wavelengths), and the in-phase periods given below are 1006 and 1060 nm. The shortest of these values lies a little more than 5 % below the ideal. The short period lies within 2 % of its ideal value. An error in the angle can matter as much: going from 30° to 31° lengthens the ideal long period by 33 nm and shortens the short one by 3.5 nm. A focused beam contains a range of angles and therefore blurs the long ripple more.

Real annealing breaks the assumption of fixed material properties. The surface starts solid, melts, flows and freezes, while n, κ and D change. Latent heat, melt flow, surface films and the finite height of grown ripples are absent here, and their effect on the period has not been calculated. The contrasts describe the first response to a given small ripple. Whether the ripple then grows depends also on whether melting or material removal deepens its valleys, and wavevector matching does not decide that. At the peak periods of Section 6, p₀ + Z is real and H_s carries the factor −i, so the absorption pattern is shifted by a quarter period from the ripple. The part in phase with the ripple is largest at 1060 and 354 nm for extra heating of the crests, and at 1006 and 348 nm for extra heating of the valleys.

The long-period formula needs more than η near 1. It needs

|η − 1| ≪ 1 − sin θ,

because replacing η by 1 changes a small denominator. At 60°, with the same material and wavelength, 1 − sin θ is 0.134. The ideal long period is then 3971 nm, against 3781 nm with η = 1.0067, so the ideal value is 5 % too long by this measure. The peak of the driven absorption contrast lies at 3681 nm, which makes the ideal value 8 % too long, and at this angle the forward maximum is already weaker than the side maximum of Section 4. At still larger angles the small departure from light speed comes to control the period. At normal incidence it shifts the period by at most 3 % for this material: the contrast vanishes near k = 1.011 and peaks at 531 and 517 nm.
